# The local Chern marker: bulk average, open samples and disorder, part 2

How does a local quantity, built from projected positions, reveal the Chern number \(C\) of a two-dimensional insulator? The electrons are noninteracting and spinless, with hoppings of finite range. The orthonormal basis states \(|\mathbf r\rangle=|\mathbf R s\rangle\) sit at \(\mathbf r=\mathbf R+\boldsymbol\tau_s\), where \(\mathbf R\) is a lattice vector and \(s\) labels the sites in a cell of area \(A_c\). The positions \(x\) and \(y\) are diagonal in this basis. \(P\) projects on the states below the Fermi level \(\mu\). The local Chern marker is dimensionless and real:

\[
c_{\mathbf r}=-\frac{2\pi i}{A_c}\,\langle\mathbf r|[PxP,PyP]|\mathbf r\rangle . \tag{1}
\]

\[
c_{\mathbf r}=\frac{4\pi}{A_c}\,\mathrm{Im}\,\langle\mathbf r|PxPyP|\mathbf r\rangle . \tag{2}
\]

In a crystal with \(\mu\) in a gap, the occupied Bloch states \(\psi_{n\mathbf k}(\mathbf r)\propto e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}(s)\), with \(\sum_s|u_{n\mathbf k}(s)|^2=1\), define \(P_{\mathbf k}=\sum_n|u_{n\mathbf k}\rangle\langle u_{n\mathbf k}|\), and

\[
\langle\mathbf r|P|\mathbf r'\rangle=\frac{A_c}{4\pi^2}\int_{\rm BZ}d^2k\;e^{i\mathbf k\cdot(\mathbf r-\mathbf r')}\,P_{\mathbf k}(s,s') . \tag{3}
\]

The gap makes \(P_{\mathbf k}\) analytic. Shifting \(\mathbf k\) slightly into the complex plane in (3) then shows that \(\langle\mathbf r|P|\mathbf r'\rangle\) decays exponentially with \(|\mathbf r-\mathbf r'|\). Adding a reciprocal vector \(\mathbf G\) to \(\mathbf k\) multiplies \(P_{\mathbf k}(s,s')\) by \(e^{-i\mathbf G\cdot(\boldsymbol\tau_s-\boldsymbol\tau_{s'})}\).

With \(\partial_j=\partial/\partial k_j\), the conventions and the curvature are

\[
A_j=i\sum_n\langle u_n|\partial_ju_n\rangle,\qquad
\Omega=\partial_xA_y-\partial_yA_x,\qquad
C=\frac1{2\pi}\int_{\rm BZ}\Omega\,d^2k, \tag{4}
\]

\[
\Omega=i\,\mathrm{Tr}\,P_{\mathbf k}[\partial_xP_{\mathbf k},\partial_yP_{\mathbf k}] . \tag{5}
\]

A lattice-periodic operator \(K\) corresponds to a matrix \(K_{\mathbf k}\) when it has the form (3) with \(P_{\mathbf k}\) replaced by \(K_{\mathbf k}\). Products correspond to products, and the trace over the sites of one cell is

\[
\mathrm{Tr}_{\rm cell}K=\frac{A_c}{4\pi^2}\int_{\rm BZ}d^2k\;\mathrm{Tr}\,K_{\mathbf k} . \tag{7}
\]

The bulk result for the infinite gapped crystal is

\[
\sum_{\mathbf r\in\rm cell}c_{\mathbf r}=-\frac{2\pi i}{A_c}\cdot\frac{iA_cC}{2\pi}=C . \tag{10}
\]

A finite droplet of a filled lowest Landau level serves as a comparison. There the corresponding local quantity is 1 in the interior, and the outermost orbital cancels the whole interior. The edge contribution per unit length grows with the size of the droplet.

## Second half: open samples, disorder and an example

The symbols carry over. \(P\) projects on the states below the Fermi level \(\mu\), \(A_c\) is the cell area, and the marker of a site is \(c_{\mathbf r}=-(2\pi i/A_c)\langle\mathbf r|[PxP,PyP]|\mathbf r\rangle\). In an infinite gapped crystal \([PxP,PyP]=P[[x,P],[y,P]]P\) is lattice periodic. It corresponds in momentum space to \(-P_{\mathbf k}[\partial_xP_{\mathbf k},\partial_yP_{\mathbf k}]P_{\mathbf k}\), whose trace is \(i\Omega\). The markers of one cell therefore sum to \(C=(1/2\pi)\int\Omega\,d^2k\).

### 7. The total over an open sample

An open sample with finitely many sites has finite matrices \(PxP\) and \(PyP\). For finite matrices \(\mathrm{Tr}\,MN=\mathrm{Tr}\,NM\), so

\[
\sum_{\text{all }\mathbf r}c_{\mathbf r}=-\frac{2\pi i}{A_c}\,\mathrm{Tr}\,[PxP,PyP]=0 . \tag{11}
\]

No gap, periodicity or particular filling is needed.

The cell trace in the crystal escapes this conclusion for a definite reason. By (7), \(\mathrm{Tr}_{\rm cell}KL=\mathrm{Tr}_{\rm cell}LK\) holds when \(K\) and \(L\) are both lattice periodic, since the finite matrices \(K_{\mathbf k}\) and \(L_{\mathbf k}\) may then be exchanged under the trace. But \(PxP\) is not periodic: a translation by \(\mathbf R\) turns it into \(PxP-R_xP\). The commutator of two nonperiodic operators can be periodic and still have a nonzero cell trace.

### 8. The interior of a large sample

It remains to show that a site deep inside an open sample has its crystal value, even though edge states may cross the gap. Let \(H_b\) be the crystal Hamiltonian, \(H_o\) that of the open sample, and \(d\) the distance of the site from the edge.

Choose a smooth function \(f(E)\) that equals 1 below \(\mu\) and 0 above it, except in a small interval around \(\mu\) well inside the gap. The crystal has no states in this interval, so \(f(H_b)\) is its projector. For the open sample,

\[
P_o=f(H_o)+g(H_o),
\]

where \(g\) is the difference between the sharp step and \(f\), and is nonzero only in the interval.

The term \(g(H_o)\) is built from eigenstates \(\psi\) of \(H_o\) with energies \(E\) inside the gap. Extend such a state by zero outside the sample. Then \((H_b-E)\psi=\varphi\), where \(\varphi=(H_b-H_o)\psi\) lives within hopping range of the edge. Thus \(\psi=(H_b-E)^{-1}\varphi\). For \(E\) in the gap this inverse is analytic in momentum space and decays exponentially in real space, by the argument used for \(P\). In-gap states are therefore exponentially small in the interior.

For \(f(H_o)\), approximate \(f\) by a polynomial of degree \(n\). The matrix element of \(H^n\) between two sites is a sum over paths of \(n\) hops. Paths too short to reach the edge are the same in the sample and in the crystal. The error of the best polynomial approximation to a smooth function on a bounded energy range falls faster than any power of \(n\), because \(f\), written as a cosine series in an angle, has coefficients that fall this fast. Taking \(n\) proportional to \(d\), we find that \(f(H_o)\) and \(f(H_b)\) differ near the site by less than any inverse power of \(d\), at large \(d\). The same argument shows that \(f(H_o)\) decays this fast with the separation of its two sites.

The marker also contains the large factors \(x\) and \(y\). For constants \(x_0\) and \(y_0\),

\[
[PxP-x_0P,\;PyP-y_0P]=[PxP,PyP],
\]

because \(P\) commutes with \(PxP\) and \(PyP\). The origin may thus be placed at the site examined, and

\[
c_{\mathbf r}=\frac{4\pi}{A_c}\,\mathrm{Im}\sum_{\mathbf r_1\mathbf r_2}
\langle\mathbf r|P|\mathbf r_1\rangle\,x_1\,\langle\mathbf r_1|P|\mathbf r_2\rangle\,y_2\,\langle\mathbf r_2|P|\mathbf r\rangle .
\]

The outer factors suppress distant \(\mathbf r_1\) and \(\mathbf r_2\), while the positions and the number of sites grow as powers of the sample size. For nearby \(\mathbf r_1\) and \(\mathbf r_2\) all three projectors have nearly their crystal values. As the sample is enlarged with \(d\) in proportion, \(c_{\mathbf r}\) tends to its crystal value, and the cell sum tends to \(C\).

The condition is that \(d\) be large compared with two lengths: the decay length of the crystal projector, and that of \((H_b-E)^{-1}\) for energies \(E\) near \(\mu\), which sets how far the in-gap states reach inward. The second length can grow strongly as \(\mu\) approaches a band edge, and a larger sample is then needed. When the gap closes, no interval around \(\mu\) is left in which \(f\) can fall from 1 to 0, and the argument fails. The definition (1) can still be evaluated in a metal, but its interior values are then not bound to an integer.

### 9. What the edge must carry

Let the interior contain \(N_{\rm in}\) cells, each with a marker close to \(C\). Equation (11) fixes the rest:

\[
\sum_{\rm edge}c_{\mathbf r}=-\sum_{\rm interior}c_{\mathbf r}\approx-C\,N_{\rm in} .
\]

The right side grows as the area, while the edge grows as the perimeter. For \(C\neq0\) the marker per unit length of edge therefore grows in proportion to the linear size, as it did on the outermost orbital of the Landau droplet. An average over a whole open sample gives zero and says nothing about \(C\); the average has to be restricted to the interior.

### 10. Disorder

The marker is defined without reference to momentum, so it can be evaluated when the site energies are random. Suppose first that a disordered block of \(n\times n\) cells is repeated periodically. This is a crystal with a larger cell, and (10) applies to it. With \(A_c\) still denoting the area of the small cell, the mean over the \(n^2\) cells of the block is the Chern number of the block crystal.

This integer can be tied to that of the clean crystal. Let the random site energies be at most \(w\) in magnitude, and let \(\mu\) lie at least \(\Delta\) from the clean bands. Switching the disorder on gradually moves each level by at most \(w\). If \(w<\Delta\), the gap at \(\mu\) stays open throughout. The Chern number then varies continuously, and being an integer, it stays constant. In the clean limit the block mean is the ordinary cell sum, so the constant is \(C\).

For disorder that does not repeat, take a large region of \(n\times n\) cells and compare it with the periodic repetition of that region. Under the same condition both systems are gapped. By the locality argument, their markers agree except in cells near the region's boundary. There are of order \(n\) such cells, each with a bounded marker, so the region mean differs from \(C\) by at most order \(1/n\). Single cells are free to fluctuate. The argument needs a true gap; localized states at the Fermi level are outside its scope.

### 11. How two sites share the integer

Equation (10) fixes a cell sum and leaves the division among sites open. With one occupied band, \(P_{\mathbf k}MP_{\mathbf k}=P_{\mathbf k}\,\mathrm{Tr}(P_{\mathbf k}M)\) for any matrix \(M\), so the commutator corresponds to \(i\Omega P_{\mathbf k}\) and

\[
c_s=\frac1{2\pi}\int_{\rm BZ}\Omega(\mathbf k)\,|u_{\mathbf k}(s)|^2\,d^2k . \tag{12}
\]

Each site receives the curvature weighted by its occupation. If the cell has two sites, A and B, the two shares turn out to be equal, even when their site energies differ. To see this, write \(P_{\mathbf k}=\tfrac12(1-\mathbf n\cdot\boldsymbol\sigma)\) with a unit vector \(\mathbf n(\mathbf k)\), and let \(\mathbf w=\partial_x\mathbf n\times\partial_y\mathbf n\). Then \([\partial_xP_{\mathbf k},\partial_yP_{\mathbf k}]=\tfrac i2\mathbf w\cdot\boldsymbol\sigma\), and (5) gives

\[
\Omega=i\cdot\bigl(-\tfrac i2\,\mathbf n\cdot\mathbf w\bigr)=\tfrac12\,\mathbf n\cdot\mathbf w .
\]

The occupations differ by \(|u(A)|^2-|u(B)|^2=-n_z\). Both derivatives of \(\mathbf n\) are perpendicular to \(\mathbf n\), so \(\mathbf w\) is parallel to \(\mathbf n\), and \(n_z(\mathbf n\cdot\mathbf w)=w_z\). Hence

\[
c_A-c_B=-\frac1{4\pi}\int_{\rm BZ}w_z\,d^2k,\qquad w_z=\partial_xF_y-\partial_yF_x,
\]

with \(F_j=\tfrac12(n_x\partial_jn_y-n_y\partial_jn_x)\). Expanding the derivatives of \(F_j\) reproduces \(w_z=\partial_xn_x\,\partial_yn_y-\partial_xn_y\,\partial_yn_x\), since the second derivatives cancel. Adding a reciprocal vector rotates \((n_x,n_y)\) by a constant angle, which leaves \(F_j\) unchanged. The integral of the curl of a smooth periodic field over the zone is zero, so \(c_A=c_B=C/2\). This equality belongs to clean two-site crystals with one occupied band.

### 12. A worked example

Take the Haldane model on the honeycomb lattice, with lattice constant \(a=1\) and nearest-neighbour hopping \(t_1=1\) as the units of length and energy. The lattice vectors are \(\mathbf a_1=(1,0)\) and \(\mathbf a_2=(\tfrac12,\tfrac{\sqrt3}2)\), so \(A_c=\sqrt3/2\approx0.866\). Site A sits at the cell origin and site B at \((\mathbf a_1+\mathbf a_2)/3\). The amplitude of a hop by \(\boldsymbol\delta\) means \(\langle\mathbf r+\boldsymbol\delta|H|\mathbf r\rangle\). These choices fix the sign of \(C\): placing B at \((0,1/\sqrt3)\) with the same hops gives \(C=-1\). The site energies are \(+0.3\) on A and \(-0.3\) on B. Second-neighbour hops by \(\mathbf a_1\), \(\mathbf a_2-\mathbf a_1\) and \(-\mathbf a_2\) have amplitude \(+it_2\) on A and \(-it_2\) on B, with \(t_2=0.2\); the reverse hops are complex conjugates. The Fermi level is \(\mu=0\).

At the zone corner \((4\pi/3,0)\) the three nearest-neighbour terms cancel. The remaining energies are \(\pm(0.3-3\sqrt3\,t_2)=\mp0.739\), a separation of 1.478. A search on a \(60\times60\) momentum grid finds no smaller gap.

The Chern number can be computed from overlaps of occupied states at neighbouring grid points, \(\langle u_{\mathbf k}|u_{\mathbf k+\boldsymbol\delta}\rangle\approx e^{-i\mathbf A\cdot\boldsymbol\delta}\). The phase of their product around a small plaquette is minus the enclosed curvature. Summing over a \(24\times24\) grid gives \(C=1.000000\). The integral (12), evaluated on the \(60\times60\) grid, gives 0.500000 for each site, as Section 11 requires.

For the real-space calculation, open rhombic flakes with \(L\times L\) cells are diagonalized and (1) is evaluated directly. The edge strip is taken to be four cells wide.

| \(L\) | central cell minus \(C\) | interior mean | strip mean |
|---|---|---|---|
| 10 | \(-9.7\times10^{-4}\) | 0.9990 | −0.0416 |
| 16 | \(-1.1\times10^{-5}\) | 0.9997 | −0.3332 |
| 22 | \(-2.0\times10^{-7}\) | 0.9998 | −0.6804 |

Each increase of \(L\) by six cells reduces the central deviation by a large factor, about 84 and then 58 when the unrounded deviations are used. At \(L=22\) the interior has \(14^2=196\) cells and the strip \(22^2-14^2=288\). Their sums are

\[
196\times0.9998\approx196.0,\qquad 288\times(-0.6804)\approx-196.0 ,
\]

and the total over the flake vanishes to rounding error, about \(10^{-14}\). The most negative cell value goes from \(-3.8\) to \(-7.1\) to \(-10.5\) over the three sizes, in nearly equal steps.

Raising \(\mu\) to 0.3, still inside the gap, fills three more states of the \(L=16\) flake. Some cell value changes by 2.4, while the central cell stays at 0.99999. The added states are edge states: each has less than \(10^{-4}\) of its weight in the inner \(8\times8\) cells, and no cell value there changes by more than 0.002.

If the site energies are changed to \(\pm2\), the overlap method gives \(C=0\), and the central cell of an \(L=16\) flake has the marker \(2\times10^{-6}\). The model is still gapped, but the interior marker has dropped from one to zero.

For disorder, return to site energies \(\pm0.3\) and add random energies drawn uniformly between \(-0.4\) and \(0.4\) to a block of \(5\times5\) cells. The largest shift drawn is 0.397. It is smaller than the distance 0.739 from \(\mu\) to the clean bands, so Section 10 guarantees a gap with \(C=1\). The overlap method, applied to the block with twisted boundary conditions, also gives 1.000000. The block is then repeated five times in each direction to form an open flake with \(L=25\). In its central block the individual cell values range from 0.947 to 1.029, while their mean is 1.000000. The disorder redistributes the marker among the cells and leaves its block average at the Chern number.
